# Why the diffuse mismatch model gives one half for identical materials: a numerical check

```python
# Result under test: the diffuse mismatch model (DMM) gives the transmission
#   alpha_12 = M_2 / (M_1 + M_2),
# hence 1/2 (not 1) for identical materials, because it assumes that every
# phonon is fully scattered at the interface and forgets its origin.
# M_s: number of modes per area moving towards the interface in material s.
# G0: conductance per area for perfect transmission between identical solids,
#     defined with the temperatures of the incoming phonons.
# Local resistance for identical solids: R = (1 - alpha) / (alpha * G0).
import numpy as np
from scipy.constants import hbar, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)


def dmm(modes_1, modes_2):
    return modes_2 / (modes_1 + modes_2)


# ---------- random reciprocal, energy-conserving scatterers ----------
def random_symmetric_unitary(size):
    z = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    q, r = np.linalg.qr(z)
    d = np.diag(r)
    u = q * (d / np.abs(d))
    return u.T @ u


print("Random scattering matrices (dimensionless transmissions)")
for n1, n2 in ((30, 30), (20, 60)):
    forward, backward = [], []
    for _ in range(200):
        s = random_symmetric_unitary(n1 + n2)
        total = np.sum(np.abs(s[n1:, :n1]) ** 2)
        assert total <= min(n1, n2) + 1e-9
        forward.append(total / n1)
        backward.append(np.sum(np.abs(s[:n1, n1:]) ** 2) / n2)
    a12, a21 = np.mean(forward), np.mean(backward)
    # finite channel number: reciprocity enhances exact backscattering
    assert abs(a12 - n2 / (n1 + n2 + 1)) < 0.004
    assert abs(a21 - n1 / (n1 + n2 + 1)) < 0.004
    # remaining difference from the DMM is of order 1/(number of channels)
    assert abs(a12 - dmm(n1, n2)) < 1.5 / (n1 + n2)
    print(f" channels {n1},{n2}: mean a12 = {a12:.4f}, a21 = {a21:.4f},"
          f" DMM a12 = {dmm(n1, n2):.4f}")

print("DMM against the ceiling min(M1,M2) (dimensionless)")
fractions = []
for ratio in (0.25, 0.5, 1.0, 2.0, 4.0):
    a12 = dmm(1.0, ratio)
    fractions.append(a12 / min(1.0, ratio))
    print(f" M2/M1 = {ratio:.2f}: a12 = {a12:.3f}, a21 = {1 - a12:.3f},"
          f" fraction of ceiling = {fractions[-1]:.3f}")
assert np.argmin(fractions) == 2


# ---------- imaginary planes, intensities added ----------
def planes_transmission(n, t):
    # unknowns: right-going R_0..R_n, then left-going L_0..L_n
    a = np.zeros((2 * n + 2, 2 * n + 2))
    b = np.zeros(2 * n + 2)
    a[0, 0] = 1.0
    b[0] = 1.0
    a[1, 2 * n + 1] = 1.0
    for i in range(1, n + 1):
        right, left = 2 * i, 2 * i + 1
        a[right, i] = 1.0
        a[right, i - 1] = -t
        a[right, n + 1 + i] = -(1 - t)
        a[left, n + i] = 1.0
        a[left, i - 1] = -(1 - t)
        a[left, n + 1 + i] = -t
    return np.linalg.solve(a, b)[n]


print("DMM misapplied to n imaginary planes in one crystal")
for n in (1, 2, 5, 10):
    t_n = planes_transmission(n, dmm(1.0, 1.0))
    assert abs(t_n - 1 / (n + 1)) < 1e-11
    assert abs(planes_transmission(n, 1.0) - 1) < 1e-11
    print(f" n = {n}: transmission = {t_n:.4f}")

# ---------- Debye model solid ----------
density = 5e28
speeds = np.array([8000.0, 5000.0, 5000.0])
temperature = 300.0
w_cut = (18 * np.pi**2 * density / np.sum(speeds**-3)) ** (1 / 3)
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = (nodes + 1) / 2, weights / 2


def bose(w, temp):
    return 1 / np.expm1(hbar * w / (k_B * temp))


def hemisphere_flux(temp):
    flux = 0.0
    for v in speeds:
        kk = nodes * w_cut / v
        radial = np.sum(weights * w_cut / v * kk**2 * hbar * v * kk
                        * bose(v * kk, temp))
        flux += v * radial * np.sum(weights * nodes) / (4 * np.pi**2)
    return flux


def energy_density(temp):
    energy = 0.0
    for v in speeds:
        kk = nodes * w_cut / v
        energy += np.sum(weights * w_cut / v * kk**2 * hbar * v * kk
                         * bose(v * kk, temp)) / (2 * np.pi**2)
    return energy


def spectral_conductance(x):
    # x = hbar*omega/(k_B*T); k_B times the heat-capacity factor of a mode
    w = x * k_B * temperature / hbar
    modes = np.sum(w**2 / (4 * np.pi * speeds**2))
    capacity = k_B * (x / 2 / np.sinh(x / 2)) ** 2
    return capacity * modes / (2 * np.pi) * k_B * temperature / hbar


x_cut = hbar * w_cut / (k_B * temperature)
g0 = quad(spectral_conductance, 1e-9, x_cut, epsabs=0, epsrel=1e-10)[0]
hot, cold = temperature + 0.5, temperature - 0.5


def from_distributions(alpha):
    q = alpha * (hemisphere_flux(hot) - hemisphere_flux(cold))
    u_hot, u_cold = energy_density(hot), energy_density(cold)
    u_left = 0.5 * u_hot + 0.5 * ((1 - alpha) * u_hot + alpha * u_cold)
    u_right = 0.5 * u_cold + 0.5 * ((1 - alpha) * u_cold + alpha * u_hot)
    local = [brentq(lambda t: energy_density(t) / u - 1, 290, 310,
                    xtol=1e-11) for u in (u_left, u_right)]
    return q / (hot - cold), (local[0] - local[1]) / q


for alpha in (0.25, 0.5, 0.8, 1.0):
    g_direct, r_direct = from_distributions(alpha)
    assert abs(g_direct / (alpha * g0) - 1) < 1e-4
    assert abs(r_direct * g0 - (1 - alpha) / alpha) < 1e-4
g_dmm, r_dmm = from_distributions(0.5)
kappa = 100.0
print("Debye model solid")
print(f" atomic density = {density:.1e} m^-3")
print(f" speeds = {speeds[0]:.0f} (one), {speeds[1]:.0f} (two) m/s")
print(f" temperature = {temperature:.0f} K")
print(f" cutoff frequency = {w_cut / (2e12 * np.pi):.2f} THz")
print(f" G0, perfect transmission = {g0 / 1e6:.1f} MW/(m^2 K)")
print(f" G, DMM identical solids = {g_dmm / 1e6:.1f} MW/(m^2 K)")
print(f" local resistance, DMM = {r_dmm * 1e9:.4f} m^2 K/GW")
r_perfect = abs(from_distributions(1.0)[1])
print(f" local resistance, perfect = {r_perfect * 1e9:.4f} m^2 K/GW")
print(f" chosen bulk conductivity = {kappa:.0f} W/(m K)")
print(f" equivalent thickness = {kappa * r_dmm * 1e9:.1f} nm")

# ---------- wave transmission through a scalar square lattice ----------
# spring constant 1, reference mass 1, frequency squared 1
w2 = 1.0


def lead(mass, width):
    p = np.arange(width)
    a = mass * w2 - 2 - (2 - 2 * np.cos(2 * np.pi * p / width))
    is_open = np.abs(a) < 2
    root = np.sqrt(np.abs(a**2 - 4))
    g = np.where(is_open, (a - 1j * root) / 2, (a - np.sign(a) * root) / 2)
    f = np.exp(2j * np.pi * np.outer(p, p) / width) / np.sqrt(width)
    sigma = (f * g) @ f.conj().T
    gamma = (f * np.where(is_open, root, 0.0)) @ f.conj().T
    return sigma, gamma, int(np.sum(is_open))


def lattice_transmission(middle, mass_left, mass_right, width):
    masses = np.vstack([np.full((1, width), mass_left), middle,
                        np.full((1, width), mass_right)])
    layers = len(masses)
    ring = np.roll(np.eye(width), 1, axis=0)
    ring = ring + ring.T
    chain = np.eye(layers, k=1) + np.eye(layers, k=-1)
    matrix = (np.diag(masses.ravel() * w2 - 4) + np.kron(np.eye(layers), ring)
              + np.kron(chain, np.eye(width))).astype(complex)
    s_l, gam_l, m_l = lead(mass_left, width)
    s_r, gam_r, m_r = lead(mass_right, width)
    matrix[:width, :width] -= s_l
    matrix[-width:, -width:] -= s_r
    source = np.zeros((layers * width, width), dtype=complex)
    source[-width:] = np.eye(width)
    green = np.linalg.solve(matrix, source)[:width]
    total = np.trace(gam_l @ green @ gam_r @ green.conj().T).real
    return total / m_l, m_l, m_r


print("Sharp mass step, square lattice (spring = mass = omega = 1)")
step_results = []
for mass in (2.5, 1.5, 1.1, 1.01, 1.0):
    wave, m1, m2 = lattice_transmission(np.empty((0, 200)), 1.0, mass, 200)
    step_results.append(wave)
    print(f" right mass {mass:.2f}: modes {m1},{m2};"
          f" wave = {wave:.4f}, DMM = {dmm(m1, m2):.4f}")
assert np.all(np.diff(step_results) > 0)
assert step_results[-2] > 0.95
assert abs(step_results[-1] - 1) < 1e-8
assert m1 == m2 and dmm(m1, m2) == 0.5

width, spread, samples = 40, 0.8, 6
print(f"Identical leads, disordered layers: masses {1 - spread:.1f} or"
      f" {1 + spread:.1f}, width {width}, {samples} samples")
disorder_results = []
for layers in (0, 1, 2, 4, 8, 16, 24):
    values = []
    for _ in range(samples if layers else 1):
        middle = 1 + spread * rng.choice([-1.0, 1.0], size=(layers, width))
        values.append(lattice_transmission(middle, 1.0, 1.0, width)[0])
    disorder_results.append(np.mean(values))
    print(f" layers {layers}: mean transmission = {disorder_results[-1]:.3f}")
assert abs(disorder_results[0] - 1) < 1e-8
assert disorder_results[1] > 0.5 > disorder_results[-1]

print("OK")
```

It prints:

```
Random scattering matrices (dimensionless transmissions)
 channels 30,30: mean a12 = 0.4922, a21 = 0.4922, DMM a12 = 0.5000
 channels 20,60: mean a12 = 0.7410, a21 = 0.2470, DMM a12 = 0.7500
DMM against the ceiling min(M1,M2) (dimensionless)
 M2/M1 = 0.25: a12 = 0.200, a21 = 0.800, fraction of ceiling = 0.800
 M2/M1 = 0.50: a12 = 0.333, a21 = 0.667, fraction of ceiling = 0.667
 M2/M1 = 1.00: a12 = 0.500, a21 = 0.500, fraction of ceiling = 0.500
 M2/M1 = 2.00: a12 = 0.667, a21 = 0.333, fraction of ceiling = 0.667
 M2/M1 = 4.00: a12 = 0.800, a21 = 0.200, fraction of ceiling = 0.800
DMM misapplied to n imaginary planes in one crystal
 n = 1: transmission = 0.5000
 n = 2: transmission = 0.3333
 n = 5: transmission = 0.1667
 n = 10: transmission = 0.0909
Debye model solid
 atomic density = 5.0e+28 m^-3
 speeds = 8000 (one), 5000 (two) m/s
 temperature = 300 K
 cutoff frequency = 12.59 THz
 G0, perfect transmission = 2270.4 MW/(m^2 K)
 G, DMM identical solids = 1135.2 MW/(m^2 K)
 local resistance, DMM = 0.4404 m^2 K/GW
 local resistance, perfect = 0.0000 m^2 K/GW
 chosen bulk conductivity = 100 W/(m K)
 equivalent thickness = 44.0 nm
Sharp mass step, square lattice (spring = mass = omega = 1)
 right mass 2.50: modes 67,117; wave = 0.7819, DMM = 0.6359
 right mass 1.50: modes 67,83; wave = 0.9376, DMM = 0.5533
 right mass 1.10: modes 67,71; wave = 0.9895, DMM = 0.5145
 right mass 1.01: modes 67,67; wave = 0.9996, DMM = 0.5000
 right mass 1.00: modes 67,67; wave = 1.0000, DMM = 0.5000
Identical leads, disordered layers: masses 0.2 or 1.8, width 40, 6 samples
 layers 0: mean transmission = 1.000
 layers 1: mean transmission = 0.902
 layers 2: mean transmission = 0.802
 layers 4: mean transmission = 0.691
 layers 8: mean transmission = 0.518
 layers 16: mean transmission = 0.317
 layers 24: mean transmission = 0.244
OK
```
